\section*{Sheet resistance, contact resistance and transfer length from two channel lengths}

\section{Problem}

Two devices are made from the same two-dimensional semiconducting film. Each has a rectangular channel of width $W$ between two identical metal contacts that lie on top of the film. The total resistance between the two metals, multiplied by $W$, is
\[
R_1=3\ \mathrm{k\Omega\,\mu m}\ \text{at}\ L_1=0.1\ \mathrm{\mu m},
\qquad
R_2=12\ \mathrm{k\Omega\,\mu m}\ \text{at}\ L_2=1\ \mathrm{\mu m},
\]
where $L$ is the channel length, the distance between the facing edges of the contacts. Both devices are measured at low bias and at the same carrier density.

\begin{enumerate}
\item[(a)] Find the sheet resistance $R_{\mathrm{sh}}$ of the channel and the width-normalised resistance $R_{\mathrm c}$ of one contact.
\item[(b)] What share of each total resistance is due to the contacts, and at what channel length do contacts and channel contribute equally?
\item[(c)] Derive how the current passes from the film into the metal. Find the transfer length $L_{\mathrm T}$, and state what must be assumed to obtain it from the data.
\item[(d)] Show by two examples that the data do not fix $L_{\mathrm T}$ when these assumptions are dropped. Which further measurement would help?
\item[(e)] Each resistance has an independent standard error of 2\,\% of its value; the lengths are taken as exact. Find the errors of the three extracted quantities.
\end{enumerate}

\section{Solution}

\subsection*{(a) Sheet resistance and contact resistance}

Assume that the channel is uniform and that transport in it is diffusive, so that Ohm's law holds locally. This requires a channel much longer than the mean free path. A square of film has resistance $R_{\mathrm{sh}}$ whatever its size, because doubling both length and width leaves the resistance unchanged. A channel of length $L$ and width $W$ consists of $L/W$ squares in series and has resistance $R_{\mathrm{sh}}L/W$.

The current also passes through two contacts. The resistance of a contact is inversely proportional to its width, so it is written $R_{\mathrm c}/W$. Adding the three resistances in series and multiplying by $W$ gives
\begin{equation}
R(L)=2R_{\mathrm c}+R_{\mathrm{sh}}L .
\label{eq:line}
\end{equation}
Here $R$ and $R_{\mathrm c}$ are in $\mathrm{k\Omega\,\mu m}$ and $R_{\mathrm{sh}}$ is in $\mathrm{k\Omega}$ per square.

The contact term is the same in both devices and cancels in the difference:
\begin{equation}
R_2-R_1=R_{\mathrm{sh}}(L_2-L_1)
\quad\Rightarrow\quad
R_{\mathrm{sh}}=\frac{R_2-R_1}{L_2-L_1}
=\frac{12-3}{1-0.1}\ \mathrm{k\Omega}
=\frac{9}{0.9}\ \mathrm{k\Omega}=10\ \mathrm{k\Omega}
\label{eq:rsh}
\end{equation}
per square. Equation~\eqref{eq:line} for the short device then gives
\begin{equation}
2R_{\mathrm c}=R_1-R_{\mathrm{sh}}L_1=(3-10\times0.1)\ \mathrm{k\Omega\,\mu m}
=2\ \mathrm{k\Omega\,\mu m},
\qquad
R_{\mathrm c}=1\ \mathrm{k\Omega\,\mu m}.
\label{eq:rc}
\end{equation}
The factor 2 matters: the intercept of the line at $L=0$ belongs to two contacts. The long device confirms the arithmetic, since $2+10\times1=12$. It does not confirm the model, because a straight line can be drawn through any two points. A third channel length would test whether the resistance is linear in $L$.

If the sheet resistance differed between the devices, for instance through unequal carrier densities, there would be at least three unknowns but only two equations, and the extraction would fail.

\subsection*{(b) Contacts against channel}

The contacts contribute $2\ \mathrm{k\Omega\,\mu m}$ to each device. Their shares are
\[
\frac{2}{3}\approx 67\,\%\ \text{(short device)},\qquad
\frac{2}{12}\approx 17\,\%\ \text{(long device)} .
\]
The short device therefore mainly measures its contacts and the long one mainly its channel. The two contributions are equal when $R_{\mathrm{sh}}L=2R_{\mathrm c}$, that is at
\begin{equation}
L=\frac{2R_{\mathrm c}}{R_{\mathrm{sh}}}=\frac{2}{10}\ \mathrm{\mu m}=0.2\ \mathrm{\mu m}.
\label{eq:equal}
\end{equation}
The same length appears when the line \eqref{eq:line} is continued to zero resistance, which it reaches at $L=-0.2\ \mathrm{\mu m}$. Each contact adds as much resistance as an extra $R_{\mathrm c}/R_{\mathrm{sh}}=0.1\ \mathrm{\mu m}$ of channel. This statement needs no model of the contact.

\subsection*{(c) Current transfer and the transfer length}

Consider the contact at which current leaves the film. Let $x$ be the distance from the contact edge into the region under the metal, which extends from $x=0$ to $x=d$. Treat the metal as an equipotential, and let $u(x)$ be the potential of the film relative to it. Let $I(x)$ be the current per unit width flowing in the film in the direction of increasing $x$. The film under the metal has sheet resistance $R_{\mathrm k}$, which may differ from $R_{\mathrm{sh}}$ because the metal can change the carrier density or the mobility beneath it. The interface is ohmic with specific contact resistivity $\rho$, so the current density into the metal is $u/\rho$.

Ohm's law along the film and conservation of current give
\begin{equation}
\frac{du}{dx}=-R_{\mathrm k}I,\qquad \frac{dI}{dx}=-\frac{u}{\rho}.
\label{eq:pair}
\end{equation}
The first sign says that current flows towards lower potential, the second that the film loses what the metal gains. Differentiating the first equation and inserting the second,
\begin{equation}
\frac{d^2u}{dx^2}=-R_{\mathrm k}\frac{dI}{dx}=\frac{R_{\mathrm k}}{\rho}\,u
=\frac{u}{L_{\mathrm T}^2},
\qquad L_{\mathrm T}=\sqrt{\frac{\rho}{R_{\mathrm k}}} .
\label{eq:lt}
\end{equation}
The transfer length expresses a competition. A resistive interface (large $\rho$) makes the current spread over a larger area, while a resistive film (large $R_{\mathrm k}$) makes it leave near the edge.

The general solution can be written
\[
u(x)=A\cosh\frac{d-x}{L_{\mathrm T}}+B\sinh\frac{d-x}{L_{\mathrm T}} .
\]
No current leaves the film at its far end, so $I(d)=0$ and, by \eqref{eq:pair}, $u'(d)=0$. Since $u'(d)=-B/L_{\mathrm T}$, it follows that $B=0$. The current is then
\begin{equation}
I(x)=-\frac{1}{R_{\mathrm k}}\frac{du}{dx}
=\frac{A}{R_{\mathrm k}L_{\mathrm T}}\sinh\frac{d-x}{L_{\mathrm T}},
\label{eq:current}
\end{equation}
where the minus sign from Ohm's law cancels the one from differentiating $d-x$. The contact resistance is the voltage between film edge and metal divided by the current per width that enters:
\begin{equation}
R_{\mathrm c}=\frac{u(0)}{I(0)}
=R_{\mathrm k}L_{\mathrm T}\coth\frac{d}{L_{\mathrm T}} .
\label{eq:coth}
\end{equation}
At the other contact the current and $u$ both change sign, so their ratio is the same.

Two limits show what this means.

\emph{Short contact, $d\ll L_{\mathrm T}$.} Here $\coth(d/L_{\mathrm T})\approx L_{\mathrm T}/d$, and $R_{\mathrm c}\approx R_{\mathrm k}L_{\mathrm T}^2/d=\rho/d$. The whole contact area carries current almost uniformly, and shortening the contact raises its resistance.

\emph{Long contact, $d\gg L_{\mathrm T}$.} Here $\coth(d/L_{\mathrm T})\to1$ and
\begin{equation}
R_{\mathrm c}=R_{\mathrm k}L_{\mathrm T}=\sqrt{\rho R_{\mathrm k}} .
\label{eq:long}
\end{equation}
Except near the far end of the contact, both $u$ and $I$ decay as $e^{-x/L_{\mathrm T}}$, so a fraction $1-e^{-1}\approx63\,\%$ of the current has entered the metal within one transfer length of the edge. Once the contact is several transfer lengths long, lengthening it further has almost no effect.

The data supply $R_{\mathrm c}$, but \eqref{eq:coth} also contains $R_{\mathrm k}$ and $d$. Neither is given in the problem, so two assumptions are made: the contacts are much longer than $L_{\mathrm T}$, and $R_{\mathrm k}=R_{\mathrm{sh}}$. A third assumption lies in the model itself, namely that the whole of the extracted $R_{\mathrm c}$ is the distributed resistance $u(0)/I(0)$. In a real device the intercept also contains every other term that does not depend on $L$, such as a barrier or depleted region at the contact edge, an access region, or the ballistic resistance of the channel. A series term $R_{\mathrm j}$ of this kind would leave only $R_{\mathrm c}-R_{\mathrm j}$ for \eqref{eq:long}; with $R_{\mathrm j}=0.5\ \mathrm{k\Omega\,\mu m}$ the transfer length found below would be halved. With the three assumptions,
\begin{equation}
L_{\mathrm T}=\frac{R_{\mathrm c}}{R_{\mathrm{sh}}}
=\frac{1\ \mathrm{k\Omega\,\mu m}}{10\ \mathrm{k\Omega}}
=0.1\ \mathrm{\mu m}=100\ \mathrm{nm}.
\label{eq:ltvalue}
\end{equation}
The definition in \eqref{eq:lt} then gives the specific contact resistivity,
\[
\rho=R_{\mathrm{sh}}L_{\mathrm T}^2=10\times(0.1)^2\ \mathrm{k\Omega\,\mu m^2}
=0.1\ \mathrm{k\Omega\,\mu m^2}.
\]

These values were checked by solving a resistor network of the complete device, with film, interface and both metals, which does not use \eqref{eq:coth}. For contacts $1\ \mathrm{\mu m}$ long it returns the two given resistances, as the numerical output shows. With the same $\rho$ and $R_{\mathrm k}$ but shorter contacts, the network gives $R_{\mathrm c}=1.005$, $1.313$ and $2.164\ \mathrm{k\Omega\,\mu m}$ for $d=0.30$, $0.10$ and $0.05\ \mathrm{\mu m}$, in agreement with \eqref{eq:coth}. A contact of three transfer lengths is thus already within about 0.5\,\% of the long-contact value. At half a transfer length the short-contact estimate $\rho/d=2\ \mathrm{k\Omega\,\mu m}$ lies about 8\,\% below the network result.

\subsection*{(d) What the two resistances leave open}

\emph{A different film under the metal.} Keep the contacts long, but let $R_{\mathrm k}=R_{\mathrm{sh}}/4=2.5\ \mathrm{k\Omega}$ per square. To reproduce the data, the contact resistance must still be $1\ \mathrm{k\Omega\,\mu m}$. Equation~\eqref{eq:long} then requires
\[
L_{\mathrm T}=\frac{R_{\mathrm c}}{R_{\mathrm k}}=\frac{1}{2.5}\ \mathrm{\mu m}
=0.4\ \mathrm{\mu m},
\qquad
\rho=\frac{R_{\mathrm c}^2}{R_{\mathrm k}}=\frac{1}{2.5}\ \mathrm{k\Omega\,\mu m^2}
=0.4\ \mathrm{k\Omega\,\mu m^2}.
\]
The transfer length is four times the value in \eqref{eq:ltvalue}. For long contacts the data fix the product $\rho R_{\mathrm k}=R_{\mathrm c}^2$, whereas $L_{\mathrm T}$ depends on the ratio $\rho/R_{\mathrm k}$.

\emph{Short contacts.} Now let $R_{\mathrm k}=R_{\mathrm{sh}}$, but let the contacts be only $d=0.1\ \mathrm{\mu m}$ long. Dividing \eqref{eq:coth} by $R_{\mathrm{sh}}$ gives
\[
L_{\mathrm T}\coth\frac{d}{L_{\mathrm T}}=\frac{R_{\mathrm c}}{R_{\mathrm{sh}}}=0.1\ \mathrm{\mu m}.
\]
With $y=d/L_{\mathrm T}$ the left side is $(d/y)\coth y$. Since $d$ happens to equal $0.1\ \mathrm{\mu m}$ as well, the condition becomes $\coth y=y$, or $y\tanh y=1$. For positive $y$ the left side of the last form rises steadily from zero without limit, so there is one solution, $y\approx1.20$. Hence $L_{\mathrm T}\approx0.083\ \mathrm{\mu m}$ and $\rho\approx0.07\ \mathrm{k\Omega\,\mu m^2}$. The direction of the change is general: because $\coth y>1$, a finite contact with $R_{\mathrm k}=R_{\mathrm{sh}}$ has $L_{\mathrm T}<R_{\mathrm c}/R_{\mathrm{sh}}$.

The resistor network gives $3$ and $12\ \mathrm{k\Omega\,\mu m}$ for both of these alternatives too (with contacts $4\ \mathrm{\mu m}$ long in the first). More channel lengths would not separate the cases, because within this model $R_{\mathrm k}$, $\rho$ and $d$ enter \eqref{eq:line} only through $R_{\mathrm c}$.

\emph{A measurement that helps.} Suppose that the film potential at the far end of the contact, $u(d)$, can be measured relative to the metal without drawing current there. Since $u(d)=A$, equation \eqref{eq:current} gives the end resistance
\begin{equation}
R_{\mathrm e}=\frac{u(d)}{I(0)}=\frac{R_{\mathrm k}L_{\mathrm T}}{\sinh(d/L_{\mathrm T})},
\qquad
\frac{R_{\mathrm c}}{R_{\mathrm e}}=\cosh\frac{d}{L_{\mathrm T}} .
\label{eq:end}
\end{equation}
The unknown $R_{\mathrm k}$ cancels in the ratio. With $d$ known, the ratio yields $L_{\mathrm T}$; equation \eqref{eq:coth} then yields $R_{\mathrm k}$, and \eqref{eq:lt} yields $\rho$. The contact must not be many transfer lengths long, because $R_{\mathrm e}$ then becomes exponentially small. Nor may it be much shorter than $L_{\mathrm T}$: then $R_{\mathrm c}/R_{\mathrm e}\approx1+d^2/(2L_{\mathrm T}^2)$, which at $d=L_{\mathrm T}/4$ exceeds 1 by only about 3\,\%, less than the 3.6\,\% error of $R_{\mathrm c}$ found in part (e). The method also relies on $R_{\mathrm c}=u(0)/I(0)$; a series resistance at the contact edge raises the measured ratio above $\cosh(d/L_{\mathrm T})$, so that $L_{\mathrm T}$ comes out too small and $R_{\mathrm k}$ too large.

\subsection*{(e) Errors}

The standard errors of the data are $\sigma_1=0.02\times3=0.06\ \mathrm{k\Omega\,\mu m}$ and $\sigma_2=0.02\times12=0.24\ \mathrm{k\Omega\,\mu m}$. Write $\Delta L=L_2-L_1$ and $\Delta R=R_2-R_1$. For small independent errors, each contribution is a first derivative times a standard error, and the contributions add in squares.

For the sheet resistance, \eqref{eq:rsh} gives derivatives $\mp1/\Delta L$ with respect to $R_1$ and $R_2$, so
\[
\sigma(R_{\mathrm{sh}})=\frac{\sqrt{\sigma_1^2+\sigma_2^2}}{\Delta L}
=\frac{\sqrt{0.06^2+0.24^2}}{0.9}\ \mathrm{k\Omega}\approx0.27\ \mathrm{k\Omega},
\]
which is about 2.7\,\% of $R_{\mathrm{sh}}$.

For the contact resistance, first eliminate $R_{\mathrm{sh}}$ from \eqref{eq:rc}:
\begin{equation}
R_{\mathrm c}=\frac12\left[R_1-\frac{(R_2-R_1)L_1}{\Delta L}\right]
=\frac{R_1(L_2-L_1)-R_2L_1+R_1L_1}{2\Delta L}
=\frac{R_1L_2-R_2L_1}{2\Delta L}.
\label{eq:rcdata}
\end{equation}
Therefore
\[
\sigma(R_{\mathrm c})=\frac{\sqrt{(L_2\sigma_1)^2+(L_1\sigma_2)^2}}{2\Delta L}
=\frac{\sqrt{0.06^2+0.024^2}}{1.8}\ \mathrm{k\Omega\,\mu m}
\approx0.036\ \mathrm{k\Omega\,\mu m},
\]
or 3.6\,\% of $R_{\mathrm c}$. The short device supplies most of this error.

For the transfer length under the assumptions of part (c), dividing \eqref{eq:rcdata} by \eqref{eq:rsh} gives
\[
L_{\mathrm T}=\frac{N}{2\Delta R},\qquad N=R_1L_2-R_2L_1 .
\]
The quotient rule, with $\partial\Delta R/\partial R_1=-1$ and $\partial\Delta R/\partial R_2=+1$, yields
\begin{align*}
\frac{\partial L_{\mathrm T}}{\partial R_1}
&=\frac{L_2\Delta R+N}{2\Delta R^2}
=\frac{L_2R_2-L_2R_1+R_1L_2-R_2L_1}{2\Delta R^2}
=\frac{R_2\Delta L}{2\Delta R^2},\\
\frac{\partial L_{\mathrm T}}{\partial R_2}
&=\frac{-L_1\Delta R-N}{2\Delta R^2}
=\frac{-L_1R_2+L_1R_1-R_1L_2+R_2L_1}{2\Delta R^2}
=-\frac{R_1\Delta L}{2\Delta R^2}.
\end{align*}
Hence
\[
\sigma(L_{\mathrm T})=\frac{\Delta L}{2\Delta R^2}\sqrt{(R_2\sigma_1)^2+(R_1\sigma_2)^2}
=\frac{0.9}{162}\sqrt{0.72^2+0.72^2}\ \mathrm{\mu m}\approx0.0057\ \mathrm{\mu m},
\]
or 5.7\,\% of $L_{\mathrm T}$. Random sampling of the two resistances gives the same figure.

This is more than the $\sqrt{2.7^2+3.6^2}\,\%\approx4.5\,\%$ that independent errors of $R_{\mathrm c}$ and $R_{\mathrm{sh}}$ would give. The two errors are not independent: raising $R_1$ raises $R_{\mathrm c}$ and lowers $R_{\mathrm{sh}}$, while raising $R_2$ does the reverse. In the ratio $R_{\mathrm c}/R_{\mathrm{sh}}$ these opposite changes reinforce each other.

Under the assumptions of part (c), the transfer length is thus $100\ \mathrm{nm}$ with a standard error of about $6\ \mathrm{nm}$. That error describes the scatter of the resistances alone. It does not cover the assumptions themselves: the first example in part (d) changes $L_{\mathrm T}$ by a factor of four without changing either measured value.

\section*{Calculated quantities}
\begin{verbatim}
Input: R1 = 3.0 kohm um at L1 = 0.1 um
Input: R2 = 12.0 kohm um at L2 = 1.0 um
Resistance difference = 9.000 kohm um
Length difference = 0.900 um
Sheet resistance = 10.000 kohm per square
Channel part of short device = 1.000 kohm um
Channel part of long device = 10.000 kohm um
Intercept, two contacts = 2.000 kohm um
Contact resistance, one contact = 1.000 kohm um
Transfer length = 0.1000 um = 100.0 nm
Specific contact resistivity = 0.1000 kohm um^2
Zero-resistance intercept: L = -0.200 um
Contact share, short device = 66.7 %
Contact share, long device = 16.7 %
Equal-share channel length = 0.200 um
Network: channel voltage share there = 50.00 %
Network: cell length = 0.001 um
Network: contact length = 1.0 um
Network: short device = 3.0000 kohm um
Network: long device = 12.0000 kohm um
Network: potential ratio after one LT = 0.3679
Network: current within one LT = 63.21 %
Network: Rc at contact length 0.05 um = 2.1640 kohm um
Network: Rc at contact length 0.10 um = 1.3131 kohm um
Network: Rc at contact length 0.30 um = 1.0050 kohm um
Alternative A: sheet under metal = 2.50 kohm per square
Alternative A: contact length = 4.0 um
Alternative A: contact resistivity = 0.4000 kohm um^2
Alternative A: transfer length = 0.4000 um
Alternative A: network R = 3.000, 12.000 kohm um
Alternative B: contact length = 0.10 um
Alternative B: contact resistivity = 0.0695 kohm um^2
Alternative B: transfer length = 0.0834 um
Alternative B: network R = 3.000, 12.000 kohm um
Assumed error of each resistance = 2.0 %
Resulting error of Rsh = 2.75 %
Resulting error of Rc = 3.59 %
Resulting error of LT = 5.66 %
Sampled error of LT = 5.7 %
\end{verbatim}
